Weighting potential and late signal rise in a point-contact germanium detector, part 1

(Sections cited here and not found follow in the second part.)

## First half: the charge induced on the contact

A crystal of p-type high-purity germanium fills the half-space below a flat face. The point contact is a small metallic hemisphere of radius a, let into the crystal with its centre on the face. The other electrode is a hemisphere of radius b > a about the same centre. The distance from that common centre is r, so the active crystal is the region a < r < b below the face.

The contact is held at potential zero and the outer electrode at a positive bias U. Holes therefore drift inwards to the contact, and electrons drift outwards. The crystal is fully depleted: its only mobile charges are those released by the radiation, and the ionized acceptors form a fixed space charge. Its permittivity ε is 16 times that of vacuum. Because this ratio is large, the face is first treated as closed, meaning that no electric flux crosses it. Part (e) removes this assumption.

The numerical example uses rough typical values: a = 2.0 mm, b = 30.0 mm, an acceptor density of 10¹⁰ cm⁻³, a bias of 2500 V and a temperature of 85 K.

**(a) A carrier of charge q sits at a point P in the crystal. How much charge does it induce on the contact?**

Solution. The equations of electrostatics are linear. The charge on the contact is thus a sum of three parts, due to the bias, to the fixed space charge and to the carrier. The first two do not change while the carrier moves. The third can be found with both electrodes at potential zero and the acceptors left out. Let ψ be the potential in that problem:

ε∇²ψ = −q δ(x − P),  ψ = 0 on both electrodes.

Now define a second potential w, called the weighting potential. It belongs to the same electrodes with no charge in the crystal:

∇²w = 0,  w = 1 on the contact,  w = 0 on the outer electrode.

It has no unit. Both ψ and w have zero normal derivative on the closed face. Consider the divergence

∇·(w ε∇ψ − ψ ε∇w) = w ε∇²ψ − ψ ε∇²w,

where the two terms ε∇w·∇ψ have cancelled. The last term vanishes because ∇²w = 0. Integrating over the crystal, the delta function gives −q w(P) on the right. The divergence theorem turns the left side into a surface integral, with the normal n pointing out of the crystal:

∮ ε (w ∂ψ/∂n − ψ ∂w/∂n) dS = −q w(P).

The face contributes nothing, since both normal derivatives vanish there. The outer electrode contributes nothing, since both w and ψ vanish there. On the contact ψ = 0 and w = 1, so what remains is

∫_contact ε ∂ψ/∂n dS = −q w(P).

The left side is the charge on the contact. To see the sign, note that the surface charge density of a metal is ε times the field component pointing out of the metal. That direction is −n, because n points out of the crystal and into the metal. With the field equal to −∇ψ, this component is +∂ψ/∂n. Hence

Q_ind = −q w(P).

A positive carrier induces a negative charge, and w is the fraction of its field lines that end on the contact. The bias field moves the carrier but does not enter w. The same derivation holds for electrodes of any shape.

**(b) Find w for the concentric hemispheres, and the capacitance of the detector.**

Solution. Try a potential that depends on r alone. Its gradient is radial, and on the flat face the radial direction lies in the face. The condition of zero normal derivative is then met without further work. Laplace's equation for a function of r is

(1/r²) d/dr (r² dw/dr) = 0.

So r² dw/dr is a constant, which we call −K. Integration gives w = K/r + M with a second constant M. The outer condition w(b) = 0 gives M = −K/b. The inner condition w(a) = 1 gives K(1/a − 1/b) = 1. Therefore

w(r) = (1/r − 1/b) / (1/a − 1/b).

The boundary values fix the solution uniquely, so the radial trial function is the weighting potential. For a distant outer electrode, b ≫ a, and for r ≪ b, it becomes a/r.

The capacitance C is the charge on the contact per volt when the outer electrode is grounded. At one volt the field at the contact, pointing into the crystal, has the magnitude K/a². The area of the hemisphere is 2πa², so

C = ε (K/a²)(2πa²) = 2πε / (1/a − 1/b).

In the example, 1/a − 1/b = 500 m⁻¹ − 33.3 m⁻¹ = 466.7 m⁻¹, and C = 1.907 pF. For b ≫ a the capacitance tends to 2πεa. It is then set by the contact and not by the size of the crystal.

These results can be compared with a finite-volume solution of the potential on a mesh in r and polar angle, which does not assume that the potential is radial. It gives the same capacitance, 1.907 pF. A ring of charge q at r = 3.974 mm, away from the axis, induces −0.4677 q on the grounded contact when the flux into the metal is added up. The formula of part (a) gives −0.4677 q as well.

**(c) Radiation releases holes of total charge q and electrons of total charge −q at radius r₀. What charge does the contact deliver to the amplifier while they drift?**

Solution. Let the holes be at r_h and the electrons at r_e. For now each group is treated as a point. By part (a), together they induce on the contact

Q_ind = −q w(r_h) + q w(r_e).

At the moment of release r_h = r_e = r₀, and the sum is zero. Later the contact carries the additional charge Q_ind, which must have come through its lead. The charge that has flowed out of the contact into the amplifier is the opposite of this:

S = q [w(r_h) − w(r_e)].

When the electrons arrive at the outer electrode, w(r_e) = 0. When the holes arrive at the contact, w(r_h) = 1, and they neutralize the charge −q that they had induced on its surface. No extra jump of S accompanies the arrival. After both arrivals S = q, whatever the starting radius.

The shares of the two carriers are found by moving them one at a time. The electrons take w(r_e) from w(r₀) to zero and supply q w(r₀). The holes take w(r_h) from w(r₀) to one and supply q[1 − w(r₀)]. In the example w is 0.0357 at r = 20 mm. An event there owes about 4 % of its signal to the electrons and 96 % to the holes.

For radial drift, w(r_h) can only rise, because the holes move inwards, and w(r_e) can only fall. S therefore never decreases, and it passes q/2 once.

**(d) Where are the holes when the signal reaches half its final value?**

Solution. Set S = q/2 in the result of part (c):

w(r_h) = 1/2 + w(r_e).

The weighting potential is nowhere negative, so w(r_h) ≥ 1/2. Insert the formula for w and multiply by 1/a − 1/b:

1/r_h − 1/b ≥ (1/2)(1/a − 1/b).

Adding 1/b to both sides gives

1/r_h ≥ (1/2)(1/a + 1/b) = (a + b)/(2ab).

Taking reciprocals of positive quantities reverses the inequality:

r_h ≤ r_½,  r_½ = 2ab/(a + b) = 2a/(1 + a/b) < 2a.

Half the charge is therefore not delivered before the holes are within two contact radii of the centre of the contact. The point of reference matters. Measured from the surface of the contact, the limiting distance is

r_½ − a = (2ab − a² − ab)/(a + b) = a(b − a)/(a + b) < a,

which is less than one contact radius.

The equality r_h = r_½ holds when the electrons have already been collected, so that w(r_e) = 0. If they are still under way, w(r_e) is positive and the holes must come closer still. For an event that starts inside r_½, the statement is true from the outset.

In the example r_½ = 2 × 2.0 × 30.0/32.0 = 3.75 mm, or 1.875 a. This is 1.75 mm from the contact surface. For b = 100 a the formula gives 1.9802 a and the mesh solution 1.9801 a, close to the limit 2a of a distant electrode. In the opposite limit of a thin gap, b − a ≪ a, the distance r_½ − a tends to (b − a)/2. That is the middle of the gap, as for two parallel plates. The late rise comes from the small size of the contact compared with the crystal.

The reason is the steepness of a/r near the contact. In the example w takes these values:

r = 20 mm: w = 0.036
r = 10 mm: w = 0.143
r = 6 mm: w = 0.286
r = 4 mm: w = 0.464
r = 3 mm: w = 0.643
r = 2.5 mm: w = 0.786

The 10 mm of path from 20 mm to 10 mm raise w by 0.107. The half millimetre from 3 mm to 2.5 mm raises it by 0.143. Seen from far away, the contact catches few of the field lines of a hole, and most of them end on the large outer electrode.

The region inside r_½ is also a small part of the detector. Its share of the active volume is

(r_½³ − a³)/(b³ − a³) = (52.7 − 8)/(27000 − 8) = 0.17 %.

If events are spread evenly over the crystal, nearly all of them start outside it.

One may also ask for half of the holes' own share. It is reached when w(r_h) lies midway between w(r₀) and 1, that is, at w(r_h) = [1 + w(r₀)]/2. This too is at least 1/2, so the bound holds for this reading as well.

**(e) Real contacts are not perfect hemispheres, and some flux leaks through the face into the vacuum. Does the bound 2a survive?**

Solution. Suppose that the contact, whatever its shape, fits inside a ball of radius a centred on the plane of the face. Outside this ball, let every conductor be grounded for the purpose of w, and let a grounded cryostat enclose the whole. The crystal may meet the vacuum in the plane of the face, and the rest of its surface is covered by the outer electrode. The permittivity ε now depends on position, and w obeys

∇·(ε∇w) = 0.

The derivation of part (a) goes through with ∇·(ε∇ψ) in place of ε∇²ψ, so Q_ind = −q w still holds.

The proof rests on a general fact. Let d obey ∇·(ε∇d) = 0 in a region, and let d ≥ 0 on its boundary. Then d ≥ 0 throughout. To show this, let m be equal to d where d is negative and zero elsewhere. On the boundary m = 0. Multiply the equation by m and integrate by parts:

0 = ∫ m ∇·(ε∇d) dV = −∫ ε ∇m·∇d dV = −∫ ε |∇m|² dV.

The surface term is absent because m vanishes on the boundary. The last step holds because ∇m equals ∇d where d < 0 and is zero elsewhere. An integral of a non-negative quantity vanishes only if the quantity does, so m is constant. Its boundary value makes it zero, and d is nowhere negative.

Applied to d = w and to d = 1 − w, this fact gives 0 ≤ w ≤ 1. Now apply it outside the ball to

d = a/r − w.

The function a/r obeys Laplace's equation in the crystal and in the vacuum. On the plane of the face its normal derivative is zero on both sides, so ε times that derivative is continuous. It thus obeys the same equation as w, and so does d. On the ball d = 1 − w ≥ 0. On the grounded conductors d = a/r > 0. Hence everywhere outside the ball

w ≤ a/r.

Half charge requires w ≥ 1/2 at the holes, because w is not negative at the electrons. It follows that a/r_h ≥ 1/2, or r_h ≤ 2a. The bound survives both the change of shape and the leakage.

The premise excludes a readout lead that stands out of the ball. Such a lead has w = 1 where a/r is below one, so the proof does not cover it. In the example, with vacuum above the face, a straight lead of radius 0.3 mm and length 20 mm on the axis moves the surface w = 1/2 outwards by about 0.02 mm on the axis and 0.06 mm along the face. In the crystal the surface stays inside 2a. In the vacuum it wraps around the lead and reaches far beyond 2a.

The leakage itself can be sized on the mesh. The contact is again a hemisphere in the crystal, the region above the face has the permittivity of vacuum, and a grounded hemisphere of radius b closes it. The surface w = 1/2 then lies at 3.737 mm on the axis and at 3.70 mm along the face (3.702 mm in the row of mesh cells just below it), against 3.750 mm for the closed face. The largest shift is 1.3 % of r_½, and it is inwards. The direction follows from the argument above with the radial w of part (b) in place of a/r. That function is also one on the ball, non-negative on the grounded conductors and flat across the face, so it too is an upper bound.

## Second half: contact shape, drift and the real detector

The following is taken from the first half. The contact has radius a = 2.0 mm and the outer electrode radius b = 30.0 mm, and r is the distance from the centre of the contact. Holes of charge q at r_h and electrons of charge −q at r_e deliver the signal charge S = q[w(r_h) − w(r_e)]. For concentric hemispheres with a closed face, w = (1/r − 1/b)/(1/a − 1/b). Half charge requires r_h ≤ r_½ = 2ab/(a + b) = 3.75 mm, with equality if the electrons have been collected. For any contact inside a ball of radius a, with all else grounded and no lead outside the ball, w ≤ a/r.

For point-like groups of carriers, half the charge is not delivered until the holes are within 2a of the contact's centre, and under the premises of part (e) this bound survives changes of contact shape and leakage through the face. What remains is to treat a flat disc contact, the drift field and the timing of the signal, the size of the carrier cloud, and the comparison with a real detector.

Numerical values quoted here were computed with a short program.
